# Semiconductor–Oxide Band Offsets by Double Averaging with Quasiparticle Edge Corrections

## Result and conditions

Let a semiconductor (s) and an oxide (o) form a periodic superlattice along $z$, with plane-averaged bulk periods $a_s$ and $a_o$. Average the plane-averaged Kohn–Sham potential energy $V(z)$ over a window $a_s$, then over a window $a_o$. Deep in each slab the result is a constant, $M_s$ or $M_o$. For the valence or conduction edge, $i=v,c$, the offset is

$$\Delta_i=(M_o-M_s)+(e_{i,o}-e_{i,s})+(d_{i,o}-d_{i,s}).\qquad(1)$$

Here $e_{i,m}$ is the bulk Kohn–Sham edge of material $m$, measured from the bulk mean of $V$, and $d_{i,m}$ is its bulk quasiparticle shift. All energies are electron energies, so $\Delta_v<0$ puts the oxide valence edge below that of the semiconductor.

The formula follows from placing each edge on the superlattice scale,

$$E_{i,m}=M_m+e_{i,m}+d_{i,m},\qquad \Delta_i=E_{i,o}-E_{i,s}.$$

It requires that

- each slab contains a bulk-like region wider than $a_s+a_o$;
- the bulk references have the strain and the potential convention of the superlattice;
- the quasiparticle correction is short-ranged and leaves the density, and so the interface dipole, unchanged;
- there is no residual field (the case with a field is treated below).

## Why two windows suffice

Define the average over a window $w$ by

$$(\mathcal A_w f)(z)=\frac1w\int_{-w/2}^{w/2}f(z+u)\,du .$$

Acting on one Fourier component,

$$\mathcal A_w e^{iqz}=e^{iqz}\,\frac{e^{iqw/2}-e^{-iqw/2}}{iqw}=T_w(q)\,e^{iqz},\qquad T_w(q)=\frac{\sin(qw/2)}{qw/2}.$$

Deep in material $m$,

$$V(z)=M_m+\sum_{n\ne0}V_n e^{iG_nz},\qquad G_n=\frac{2\pi n}{a_m}.$$

For $w=a_m$ the numerator of $T_w(G_n)$ is $\sin(n\pi)=0$, while $T_w(0)=1$. Each window therefore removes the oscillation of its own material and keeps the mean. The factors $T_{a_s}$ and $T_{a_o}$ multiply, so the order of averaging is immaterial.

If $a_o=pa_s$ with integer $p$, the oxide window alone is enough, because $\sin(np\pi)=0$ for every semiconductor harmonic. Otherwise one window generally leaves a ripple in the other material.

The joint kernel is the overlap length of two boxes divided by $a_sa_o$. For $a_o>a_s$ it equals $1/a_o$ for $|u|<(a_o-a_s)/2$ and falls linearly to zero at $|u|=(a_o+a_s)/2$. A point lies on the plateau if $V$ is bulk-like over this whole support; hence the width condition. The kernel is even and has unit area, so it also leaves a straight line unchanged.

## Bulk references and quasiparticle shifts

The example is a one-dimensional model. Every atomic plane is a Gaussian well of depth $U_j$ and width $\sigma$, and a smooth dipole step raises the oxide. With $C=\hbar^2/2m_e$ and $q_n=k+G_n$, the bulk Kohn–Sham matrix is

$$H_{nn'}=Cq_n^2\delta_{nn'}+V_{n-n'},\qquad V_0=0 .$$

Setting $V_0=0$ makes the eigenvalues the required $e_{i,m}$.

The model correction $\Sigma$ stands for self-energy minus exchange–correlation potential:

$$\Sigma=-C\frac{d}{dz}\,\gamma g(z)\frac{d}{dz}-A\,g(z),$$

where $g$ is a sum of unit-height Gaussians on the planes. In the first term, the right derivative gives $iq_{n'}$. Integration by parts moves the left derivative, with a change of sign, onto $e^{-iq_nz}$, where it gives $-iq_n$. Since $(-iq_n)(iq_{n'})=q_nq_{n'}$,

$$\Sigma_{nn'}=(C\gamma q_nq_{n'}-A)\,g_{n-n'} .$$

The shift $d_i$ is the eigenvalue of $H+\Sigma$ minus that of $H$. The mean of $\Sigma$ is thus already in $d_i$ and must not be added to $M$. Here the mean local terms are $-0.72$ eV (oxide) and $-0.32$ eV (semiconductor), so adding them to $M$ would falsify both offsets by $-0.40$ eV.

With two electrons per plane, the semiconductor gap lies between bands 1 and 2 at $k=\pi/a_s$. The oxide cell has two planes, and its gap lies between bands 2 and 3 at $k=0$.

The signs of the semiconductor shifts follow from a two-wave estimate. Put a plane at $z=0$. The first harmonic $V_1$ is negative, so the valence state is $\cos(\pi z/a_s)$, concentrated on the planes, and the conduction state is $\sin(\pi z/a_s)$. Their normalized densities are proportional to $1\pm\cos(2\pi z/a_s)$, whose averages with $g$ are $g_0\pm g_1$. The squared derivatives have the opposite pattern. With $E_0=C(\pi/a_s)^2$,

$$d_v\simeq-A(g_0+g_1)+\gamma E_0(g_0-g_1),$$
$$d_c\simeq-A(g_0-g_1)+\gamma E_0(g_0+g_1).$$

For $A=0.70$ eV, $\gamma=0.11$, $E_0=5.158$ eV, $g_0=0.464$ and $g_1=0.236$,

$$d_v\simeq-0.490+0.130=-0.36\ \text{eV},\qquad d_c\simeq-0.160+0.397=+0.24\ \text{eV}.$$

Full diagonalization gives $-0.359$ and $+0.239$ eV. The attraction acts mostly on the valence state and the gradient term mostly on the conduction state, so the gap opens from both sides.

## Algorithm

```
input: V on a uniform periodic grid of length L; a_s, a_o;
       bulk KS edges and bulk QP shifts
F = FFT(V)
for each frequency q:
    F[q] *= T(q, a_s) * T(q, a_o)        # T(0, w) = 1
Vbar = inverse FFT(F)
for m in (s, o):
    choose the region farther than (a_s+a_o)/2, plus the
        interface's own width, from both interfaces
    if it is empty: stop, slab too thin
    fit a straight line to Vbar there
    if the residual ripple is too large: stop, check periods
if the slopes vanish: M_m = fitted constants
else: evaluate both lines at the same interface
for i in (v, c):
    e[i,m] = bulk edge[i,m] - bulk mean of V[m]
    offset[i] = M_o - M_s + e[i,o] - e[i,s] + d[i,o] - d[i,s]
```

For $N$ grid points the filter costs $O(N\log N)$ operations. In a first-principles application this is small beside the self-consistent superlattice calculation, whose cost grows as the cube of the atom number with conventional diagonalization. The quasiparticle work is confined to the two bulk cells.

## Worked example

The periods are $a_s=0.27$ nm and $a_o=0.52$ nm. The semiconductor wells are 2.2 eV deep and 0.08 nm wide; the two oxide wells per cell are 10 and 8 eV deep and 0.05 nm wide. The superlattice has 16 semiconductor and 17 oxide planes and is 8.71 nm long. The dipole step is 1.80 eV.

**Ripples.** Fourier integration of a Gaussian array gives, for the semiconductor,

$$V_n=-\frac{U\sigma\sqrt{2\pi}}{a_s}\,e^{-G_n^2\sigma^2/2}.$$

The prefactor is 1.634 eV and the exponential for $n=1$ is 0.177, so $|V_1|=0.289$ eV. The harmonics $\pm1$ form a cosine of amplitude $2|V_1|$, with a peak-to-peak ripple of $4|V_1|=1.155$ eV. The oxide window multiplies it by $|T_{a_o}(G_1)|=0.0381$ and leaves 0.044 eV.

In the oxide, the unequal wells produce a harmonic of period 0.52 nm with $|V_1|=0.402$ eV. The semiconductor window passes a fraction 0.612 of it, or $4(0.402)(0.612)=0.98$ eV peak to peak. Higher harmonics bring the total to 0.95 eV. The peak-to-peak values within 0.55 nm of the slab centres are:

| Windows | Semiconductor | Oxide |
|---|---:|---:|
| none | 1.155 eV | 9.391 eV |
| $a_s$ | 0 | 0.952 eV |
| $a_o$ | 0.044 eV | 0 |
| both | $<10^{-14}$ eV | $<10^{-14}$ eV |

Both lattice oscillations are thus removed to rounding error. At 14 points spread over the superlattice, interfaces included, the spectral filter agrees with direct quadrature of the double integral to $5\times10^{-15}$ eV.

**Plateaus.** The mean of the wells gives $M_s=-1.634$ eV. For the oxide, the wells give $-4.338$ eV and the dipole adds 1.800 eV, so $M_o=-2.538$ eV. The filtered superlattice potential has these same plateaus, and $M_o-M_s=-0.904$ eV.

**Edges.** The bulk solutions are, in eV:

| | $e_v$ | $e_c$ | $d_v$ | $d_c$ |
|---|---:|---:|---:|---:|
| Semiconductor | 4.867 | 5.445 | −0.359 | +0.239 |
| Oxide | 3.451 | 7.564 | −0.675 | +0.677 |

Equation (1) without the shifts gives

$$\Delta_v^{\rm KS}=-0.904+3.451-4.867=-2.32\ \text{eV},$$
$$\Delta_c^{\rm KS}=-0.904+7.564-5.445=+1.21\ \text{eV}.$$

With the shifts,

$$\Delta_v=-2.321-0.675+0.359=-2.64\ \text{eV},$$
$$\Delta_c=+1.215+0.677-0.239=+1.65\ \text{eV}.$$

The difference $\Delta_c-\Delta_v=4.29$ eV equals the difference of the quasiparticle gaps, $5.465-1.176$ eV, as it must. The gap difference alone cannot locate the offsets, however. Assigning the whole gap correction to the conduction bands would leave $\Delta_v$ at $-2.32$ eV, an error of 0.32 eV within this model.

First-order expectation values of $\Sigma$ give $-2.625$ and $+1.671$ eV. They differ from full diagonalization by 12 and 19 meV, which is the effect of second and higher orders in $\Sigma$.

## Check without averaging

The band edges can be read directly from the superlattice. With $K=C(1+\gamma g)$ and $W=V-Ag$, where $\gamma$ and $A$ take their values for each plane, the wave equation is $-(K\psi')'+W\psi=E\psi$. Put $\phi=K\psi'$. Then

$$\psi'=\phi/K,\qquad \phi'=(W-E)\psi .$$

For two solutions, $\psi_1\phi_2-\psi_2\phi_1$ is constant, because its derivative is

$$\frac{\phi_1\phi_2}{K}+\psi_1(W-E)\psi_2-\frac{\phi_2\phi_1}{K}-\psi_2(W-E)\psi_1=0 .$$

The matrix carrying $(\psi,\phi)$ across one deep cell therefore has unit determinant and eigenvalues $\lambda,1/\lambda$. A Bloch state has $\lambda=e^{ika}$, so the trace is $2\cos ka$. Band edges lie where the trace reaches $\pm2$.

Integrating through one central cell of each slab gives offsets that agree with equation (1) to $3\times10^{-10}$ eV, with and without $\Sigma$. This tests the plateaus, the references and the bookkeeping. It does not test whether a real self-energy is short-ranged, since that is built into the model.

Eigenstates of longer superlattices give a further test. Among quasiparticle states with more than 30 % of their density in the central half of the semiconductor slab, those nearest the gap lie outside the predicted edges by 27.9 meV (valence) and 35.7 meV (conduction) for 48 planes. For 96 planes the distances are 8.4 and 10.1 meV. The states thus approach the predicted edges as confinement weakens. The reduction is somewhat less than the factor of 4 of a hard-walled parabolic well.

## Stability and failure modes

**Wrong period.** Let the oxide window be $a_o(1+\delta)$. Its factor at harmonic $n$ is

$$\frac{\sin[\pi n(1+\delta)]}{\pi n(1+\delta)}=\frac{(-1)^n\sin(\pi n\delta)}{\pi n(1+\delta)}\simeq(-1)^n\delta .$$

Since $(-1)^ne^{iG_nz}=e^{iG_n(z+a_o/2)}$, the remaining ripple is, to leading order, $\delta$ times the single-window ripple, displaced by half a period. For $\delta=1\,\%$ this predicts $0.01\times0.952$ eV $=9.5$ meV; the computed value is 9.4 meV. At 0.5 % it is 4.7 meV. Rounding a window to a whole number of grid steps causes the same kind of error. The spectral factor avoids it by accepting any $w$.

**Thin slab.** The kernel is 0.79 nm wide. On the oxide side the average comes within 1 meV of its plateau at 0.48 nm from the interface: 0.395 nm of kernel half-width plus a margin for the interface's own width. An oxide of three planes measures only 0.77 nm between interface midpoints, and its central value gives a lineup wrong by $-45$ meV. Going from 16 + 17 to 24 + 25 planes changes the lineup by only $2\times10^{-15}$ eV. So small a shift reflects the rapidly decaying wells of the model; a self-consistent density needs its own thickness test. Raising the bulk basis from 15 to 29 plane waves moves no quasiparticle edge by more than $2\times10^{-6}$ meV.

**Residual field.** Periodicity requires the total potential change over one superlattice period to vanish. If the two interface dipoles differ by 0.4 eV, a compensating slope appears. In the model it is uniform: $0.4\ \text{eV}/8.71\ \text{nm}$, or a field of 0.46 MV/cm. Extrapolating both fitted lines gives a lineup of $-1.304$ eV at the left interface and $-0.904$ eV at the right. Subtracting mid-slab values adds the slope times the centre separation, $L/2$, to the left value: $-1.304+0.200=-1.104$ eV. That number belongs to neither interface. In real materials the two slopes generally differ with the permittivities, so each slab needs its own fit, and the extrapolated lineup then depends on where the interface plane is placed, by the difference of the slopes times the displacement.

## Relation to silicon on hafnia

The model's gaps of 1.2 and 5.5 eV, and its offsets of roughly 2.6 and 1.7 eV in magnitude, lie in the rough range associated with silicon on hafnia. They do so because the wells, dipole and self-energy strengths were chosen to that end; they are not a prediction for the real interface. The one-dimensional bands do not represent the real valleys or anisotropic masses. One assumption that can fail in a device is the fixed, abrupt interface: an interfacial silicon-oxide layer or different bonding changes the dipole. By equation (1), a dipole change of 0.4 eV moves both offsets by 0.4 eV, more than the quasiparticle correction to $\Delta_v$ found here.

Other omissions can be sized for the same example:

- Stretching the oxide period by 1 %, with the wells held fixed, moves its valence and conduction edges by $-0.09$ and $-0.07$ eV.
- A relative edge drift of 0.3 meV/K, assumed constant from 0 to 358 K, amounts to 0.11 eV. Drifts caused by lattice vibrations flatten at low temperature, so for a single such drift this overestimates the change from $T=0$. The offsets here, however, refer to a clamped lattice and also omit the zero-point shift. For one mode of phonon temperature $\theta$ and high-temperature slope $s$, the total shift is $(s\theta/2)\coth(\theta/2T)\ge sT$, or 0.11 to 0.15 eV for $\theta=300$ to 800 K. The figure is therefore a rough size, not a bound.
- The classical image potential of a single interface lowers an electron 2 nm inside the oxide by 0.02 eV, for rough electronic permittivities of 12 (semiconductor) and 4 (oxide). In this 4.41 nm oxide slab the second interface is almost as near, and with thick semiconductor on both sides the lowering is 0.03 eV.
- A rough spin–orbit splitting of 0.04 eV raises the semiconductor valence top by one third of that, 0.013 eV.

The offset also affects leakage. In the oxide gap the transfer-matrix trace has magnitude $2\cosh(\kappa a_o)$. At the semiconductor conduction edge, $\kappa$ rises from 1.97 to 2.33 nm$^{-1}$ when $\Sigma$ is included. The offset accounts for only part of this rise, because $\Sigma$ also changes the oxide bands: raising the barrier alone from 1.21 to 1.65 eV, with the Kohn–Sham oxide bands kept, gives 2.15 nm$^{-1}$. Over 2 nm, the two effects together lower the attenuation factor $e^{-2\kappa t}$ from $3.9\times10^{-4}$ to $8.8\times10^{-5}$, a ratio of 0.23; the higher barrier alone would give 0.48. This comparison holds the thickness fixed and omits applied field, image lowering and defects. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
periods: semiconductor 0.27 nm, oxide 0.52 nm
superlattice: 16 + 17 planes, length 8.71 nm
well depths: sc 2.2 eV, oxide 10.0 and 8.0 eV
well widths: sc 0.08 nm, oxide 0.05 nm; self-energy 0.05 nm
self-energy attraction: sc 0.70 eV, oxide 1.50 eV
self-energy gradient strength: sc 0.11, oxide 0.25 (no unit)
interface: spacing 0.25 nm, dipole 1.80 eV, width 0.06 nm
peak-to-peak ripple deep in (semiconductor, oxide):
  no window: 1.1552, 9.3913 eV
  semiconductor window only: 0.0000, 0.9516 eV
  oxide window only: 0.0440, 0.0000 eV
  both windows: 2.4e-15, 8.4e-15 eV
filter minus double integral, largest: 4.9e-15 eV
plateaus: semiconductor -1.6340 eV, oxide -2.5384 eV
potential lineup, oxide minus semiconductor: -0.9044 eV
plateau reached within 1 meV at 0.478 nm from interface (oxide side)
semiconductor KS edges from mean: v 4.8673, c 5.4450, gap 0.5777 eV
semiconductor QP shifts: v -0.3589, c +0.2394, QP gap 1.1759 eV
semiconductor first-order QP shifts: v -0.3581, c +0.2419 eV
oxide KS edges from mean: v 3.4506, c 7.5640, gap 4.1134 eV
oxide QP shifts: v -0.6746, c +0.6767, QP gap 5.4647 eV
oxide first-order QP shifts: v -0.6623, c +0.6981 eV
KS offsets: valence -2.3211, conduction +1.2146 eV
QP offsets: valence -2.6368, conduction +1.6519 eV
QP offsets, first-order shifts: -2.6252, +1.6708 eV
direct transfer-matrix QP offsets: -2.6368, +1.6519 eV
largest formula-direct difference: KS 2.5e-10, QP 2.7e-10 eV
confinement, 48 sc planes: v 27.9, c 35.7 meV
confinement, 96 sc planes: v 8.4, c 10.1 meV
cutoff test, 15 to 29 plane waves: largest edge shift 1.7e-06 meV
thickness test, 24 + 25 planes: lineup shift -2.2e-15 eV
oxide of 3 planes: lineup error -0.0454 eV
oxide window wrong by 0.5 %, 1 %: ripple 4.73, 9.42 meV
unequal dipoles by 0.4 eV: field 0.459 MV/cm
  lineup extrapolated: left -1.3044, right -0.9044 eV; mid-slab -1.1044 eV
oxide strained 1 %: edges move v -0.0869, c -0.0743 eV
image lowering 2 nm inside oxide (eps 12, 4): 0.0225 eV
thermal drift, assumed 0.3 meV/K up to 358 K: 0.107 eV
spin-orbit lift, one third of rough 0.04 eV: 0.013 eV
oxide decay constant at sc conduction edge: KS 1.965, QP 2.334 1/nm
attenuation over 2 nm: KS 3.86e-04, QP 8.82e-05
attenuation ratio QP/KS: 0.229
```
